Monotone Resistance and Inductance of a Two-Terminal Magnetoquasistatic Conductor

A signal line on an integrated circuit and the line that carries its return current form a loop. At dc the current fills each cross-section evenly. As the frequency rises, the changing magnetic field drives circulating currents inside the metal, and these redistribute the flow. For a round wire the outcome is the skin effect: more resistance and less inductance. In a conductor of arbitrary shape, with neighbours in which eddy currents flow, currents circulate in many patterns at once, and it is not obvious that their combined effect must have the same sign at every frequency. It must, under conditions that the proof makes plain.

Let the time factor be exp(jωt) with ω > 0. The conductor has two equipotential terminals facing each other across a small gap, where a source applies the voltage V and drives the current I. The source current in the gap closes the circuit, and the gap is taken small enough for its own magnetic contribution to be neglected. The resistivity ρ is local, real, positive and independent of frequency; it may vary in space. The permeability is that of vacuum, and displacement current is neglected. The quantities in question are the series resistance and inductance in

Z(ω) = V/I = R(ω) + jωL(ω).

In atomic units, ħ = e = mₑ = 4πε₀ = 1 and μ₀ = 4π/c². The field in the metal and the vector potential are

E = ρJ = −∇φ − jωA,  A(r) = (1/c²) ∫ J(r′)/|r−r′| d³r′.

Expand the current density as J = Σₙ iₙfₙ, with real, linearly independent, divergence-free functions fₙ that have no normal component at the side walls. Let aₙ be the current that fₙ carries from the first terminal to the second. An eddy loop in a passive neighbour has aₙ = 0. Multiply the field equation by fₘ and integrate over the metal. Since fₘ is divergence-free, the potential term becomes a surface integral:

−∫ fₘ·∇φ d³r = −∮ φ fₘ·dS = aₘV.

The sign follows because dS points outward, so the flux of fₘ through the entry terminal, at potential V, is −aₘ; the exit terminal is at zero potential. The result is

(R + jωL)i = aV,  aᵀi = I,

Rₘₙ = ∫ ρ fₘ·fₙ d³r,  Lₘₙ = (1/c²) ∬ fₘ(r)·fₙ(r′)/|r−r′| d³r d³r′.

Here R and L without an argument are matrices; R(ω) and L(ω) are the terminal quantities. Both matrices are real and symmetric. For any real i ≠ 0, iᵀRi = ∫ρ|J|²d³r > 0, so R is positive definite. The Fourier transform of 1/r is 4π/k², so

iᵀLi = (4π/c²) ∫ |J(k)|²/k² d³k/(2π)³ ≥ 0.

This is twice the magnetic energy. These two signs are the physical input of the proof.

Diagonalising R and L as they stand would give the admittance as a sum of terms gₖ²/(1+jωτₖ), with real gₖ. That shows the conductance Re(1/Z) falling, but R(ω) also depends on the susceptance, so the desired result does not follow at once. It is better to hold the terminal current fixed and diagonalise the currents that circulate without reaching the terminals.

At ω = 0 the equations give i = R⁻¹aV and I = aᵀR⁻¹aV. The dc pattern for unit current, and the dc resistance, are therefore

d = R⁻¹a/(aᵀR⁻¹a),  R₀ = 1/(aᵀR⁻¹a).

They satisfy aᵀd = 1 and Rd = R₀a, hence dᵀRd = R₀. Let the columns of N be a basis of all patterns with zero terminal current, aᵀN = 0. Every current with total I can be written

i = Id + Nm.

The choice of d has a useful consequence:

NᵀRd = R₀Nᵀa = 0.

There is no resistive cross term between the dc pattern and a circulating current. In particular, for real m and unit current, iᵀRi = R₀ + mᵀNᵀRNm ≥ R₀: the dc pattern has the smallest loss of all patterns with the same terminal current.

Multiply the circuit equations from the left by Nᵀ. The voltage drops out because Nᵀa = 0, and the resistive drive drops out because NᵀRd = 0:

(NᵀRN + jωNᵀLN)m = −jωNᵀLd I.

The circulating currents are driven by the changing flux of the dc pattern alone. The matrix NᵀRN is positive definite and so has a real, invertible square root Q. The matrix Q⁻¹(NᵀLN)Q⁻¹ is real, symmetric and non-negative; it has orthonormal real eigenvectors uₖ with eigenvalues τₖ ≥ 0. With wₖ = Q⁻¹uₖ,

NᵀLN wₖ = τₖ NᵀRN wₖ,  wₖᵀNᵀRNwₗ = δₖₗ.

Both loop matrices are now diagonal in the same basis. A freely circulating mode obeys mₖ + τₖdmₖ/dt = 0, so τₖ is its decay time. Write m = Σₖmₖwₖ, define the magnetic coupling bₖ = wₖᵀNᵀLd, and multiply the loop equation by wₖᵀ:

(1 + jωτₖ)mₖ = −jωbₖI.

The voltage follows on multiplying the circuit equations by dᵀ. Since dᵀa = 1 and dᵀRN = 0,

V = R₀I + jωL₀I + jω Σₖbₖmₖ,  L₀ = dᵀLd.

Inserting mₖ produces the factor (jω)(−jω) = ω², so

Z = R₀ + jωL₀ + ω² Σₖ bₖ²/(1+jωτₖ).

The plus sign comes from two inductions: the dc pattern induces the loop current, and the loop current induces a voltage back in the dc pattern. Using 1/(1+jωτₖ) = (1−jωτₖ)/(1+ω²τₖ²), and dividing the imaginary part by ω,

R(ω) = R₀ + Σₖ ω²bₖ²/(1+ω²τₖ²),

L(ω) = L₀ − Σₖ ω²τₖbₖ²/(1+ω²τₖ²).

Both contain the same function of frequency, whose derivative is

[2ω(1+ω²τₖ²) − ω²·2ωτₖ²]/(1+ω²τₖ²)² = 2ω/(1+ω²τₖ²)².

Therefore

dR/dω = Σₖ 2ωbₖ²/(1+ω²τₖ²)² ≥ 0,

dL/dω = −Σₖ 2ωτₖbₖ²/(1+ω²τₖ²)² ≤ 0.

Each mode separately has the required sign, so no cancellation is possible. This holds in any finite basis. If the basis is refined and Z converges at each frequency, the ordering R(ω₂) ≥ R(ω₁) for ω₂ > ω₁ survives the limit, as does the opposite ordering for L, and the continuum conductor inherits the theorem.

In a finite basis, equality at some ω > 0 requires every bₖ to vanish. For R this is immediate. For L one must consider τₖ = 0: such a mode has zero magnetic energy, and since L is non-negative this implies LNwₖ = 0 and hence bₖ = 0. When every bₖ vanishes, NᵀLd = 0: the dc current induces the same voltage along every path, and nothing circulates. Six equal thin wires in parallel at the corners of a regular hexagon are an example, by symmetry. Take unit resistances and inductances ln(5/distance), with circle radius 1 and self-distance 0.1. Between ω = 0.01 and ω = 10 in these model units, the resistance ratio is 1.000000. A seventh wire at the centre links a different flux, and the ratio becomes 1.094.

At low frequency, when ωτₖ ≪ 1 for all coupled modes,

R(ω) ≈ R₀ + ω²Σₖbₖ²,  L(ω) ≈ L₀ − ω²Σₖτₖbₖ².

At high frequency, if L is positive definite, the resistive term becomes negligible in a finite basis and i tends to L⁻¹aV/(jω). The inductance tends to

L∞ = 1/(aᵀL⁻¹a) = L₀ − Σₖbₖ²/τₖ > 0.

The minimum-loss argument, repeated with L in place of R, shows that this current has the least magnetic energy for its terminal current. Raising the frequency thus moves the flow from the pattern of least loss towards the pattern of least magnetic energy. The corresponding resistance, R₀ + Σₖbₖ²/τₖ², is finite for a finite basis but need not stay finite as the basis grows.

A round wire of radius s shows how it grows. The axial field obeys

(1/r) d(r dE/dr)/dr = (jωμ₀/ρ)E,

whose regular solution is proportional to the modified Bessel function I₀(κr), with κ² = jωμ₀/ρ. Integrating E/ρ over the section gives a current proportional to 2πsI₁(κs)/(ρκ). Dividing the surface field by this current, and using R₀ = ρ/(πs²) per unit length, gives the internal impedance

Z/R₀ = qI₀(q)/[2I₁(q)],  q = κs.

The product form I₁(q) = (q/2)Πₖ(1+q²/zₖ²), where zₖ are the positive zeros of J₁, has the logarithmic derivative qI₁′/I₁ = 1 + Σₖ2q²/(q²+zₖ²). Since I₁′ = I₀ − I₁/q,

Z/R₀ = 1 + Σₖ q²/(q²+zₖ²) = 1 + Σₖ jωτₖ/(1+jωτₖ),  τₖ = μ₀s²/(ρzₖ²).

The identity jωτ/(1+jωτ) = jωτ + ω²τ²/(1+jωτ) puts this in the general form, with bₖ² = R₀τₖ². Every mode finally adds one full R₀ to the resistance. With a wire of radius 2000 nm and resistivity 2 μΩ cm divided into 150 rings, the first four additions come out as 1.0001, 1.0002, 1.0004 and 1.0007 times R₀.

For large ω the zeros may be replaced by zₖ ≈ πk and the sum by an integral. With Θ = μ₀s²/ρ,

R/R₀ ≈ ∫₀^∞ dk/[1+(π²k²/ωΘ)²] = √(ωΘ)/(2√2) = s/(2δ),

where ∫₀^∞dx/(1+x⁴) = π/(2√2) was used and δ = √(2ρ/(ωμ₀)) is the skin depth. The familiar growth as √ω reflects the number of modes that have saturated.

Now take two parallel lines, each 4000 nm wide and 2000 nm thick, separated by a gap of 4000 nm, with resistivity 2 μΩ cm. One carries the current out and the other brings it back; end effects are left out. In two dimensions the kernel 1/|r−r′| becomes −2 ln|r−r′|. The quadratic form of L is still non-negative, because the net current is zero; for the same reason the unit of length in the logarithm has no effect. Square cells of side 100 nm divide each line into 800 filaments. By mirror symmetry, each filament is paired with its image carrying the opposite current.

The dc loop resistance is twice that of one line:

R₀ = 2(2×10⁻⁸ Ω m)/(8×10⁻¹² m²) = 5000 Ω/m = 5.00 Ω/mm.

The dc inductance is 0.708 nH/mm. At higher frequencies the results are:

1 GHz: R = 5.06 Ω/mm, L = 0.706 nH/mm
5 GHz: R = 6.07 Ω/mm, L = 0.687 nH/mm
10 GHz: R = 7.67 Ω/mm, L = 0.666 nH/mm
20 GHz: R = 10.4 Ω/mm, L = 0.642 nH/mm

In atomic units per bohr, the 10 GHz values are R = 9.87×10⁻¹¹ and L = 3.55×10⁻⁴. At 20 GHz, where the skin depth is 503 nm, cells of 200 nm give an R lower by 0.8 % and an L higher by 0.09 % than cells of 100 nm. Refining beyond 100 nm raises R by a further 0.06 % at 5 GHz, 0.14 % at 10 GHz and 0.3 % at 20 GHz, so the converged values at 5 and 10 GHz are nearer 6.08 and 7.68 Ω/mm; L in nH/mm is unchanged to the digits shown.

Three modes account for most of the change at 10 GHz. Their values are given for 100 nm cells; halving the cell side shifts the decay times and final resistance gains by up to about 0.7 %. The most strongly coupled has τ = 16.46 ps, so ωτ = 1.034 and ω²τ²/(1+ω²τ²) = 0.517. Its final resistance gain is b²/τ² = 2.616 Ω/mm, of which 0.517×2.616 = 1.35 Ω/mm is present. The next two, with τ = 36.46 and 5.86 ps and final gains of 0.484 and 4.563 Ω/mm, contribute 0.41 and 0.55 Ω/mm. The sum, 2.30 Ω/mm when the terms are added before rounding, is 86 % of the total rise of 2.67 Ω/mm. For the inductance, the same fractions multiply final losses b²/τ of 0.0431, 0.0177 and 0.0268 nH/mm, which gives 0.040 of the total fall of 0.042 nH/mm. The three modes cover more of the inductance change because a mode's inductance loss is τ times its resistance gain, so the many fast modes count for less.

The current pattern shows the move towards lower magnetic energy. At 10 GHz, the current in the 100 nm strip at the inner edge, facing the other line, is 2.6 times the mean in magnitude. It is 1.3 times the mean at the outer edge and 0.63 in the middle. The high-frequency inductance on this mesh is 0.575 nH/mm. The corresponding resistance limit is 47 Ω/mm for 200 nm cells and 92 Ω/mm for 100 nm cells. In this limit the mesh imitates a surface current: the outermost layer of 100 nm cells carries about 1.2 times the terminal current, the next layer about −0.3 times, and deeper layers alternate in sign and die away quickly. The outermost layer accounts for about 95 % of the loss. The depth of this pattern is set by the cell size, hence the near doubling, which marks this limit as a property of the mesh rather than of the metal.

The theorem fails when capacitance matters. Let the pair be shorted at its far end, with length ℓ and capacitance C per unit length. With z = R+jωL and y = jωC per unit length, the input impedance is √(z/y) tanh(ℓ√(zy)), and for small |zy|ℓ²

Z_in ≈ zℓ(1 − zyℓ²/3).

Since zy = −ω²LC + jωRC, separating the parts gives

R_app ≈ Rℓ(1 + 2ω²LCℓ²/3),  L_app ≈ Lℓ(1 + ω²LCℓ²/3 − R²Cℓ²/(3L)).

Take ℓ = 200 μm and a uniform dielectric of relative permittivity 4. When the magnetic field is confined to the space outside the metal, waves on the pair travel at the speed of light in the dielectric, so L∞C = 4/c². With the mesh value L∞ = 0.575 nH/mm this gives C = 77.4 pF/m. Refining the mesh lowers L∞ towards 0.566 nH/mm, which would raise C by about 1.5 % and lower the resonance frequency found below by a little under 1 %. At 20 GHz, ω²LCℓ² = 0.031, so R should appear about 2.1 % too large and L about 1.0 % too large; the full expression gives 2.1 % and 1.0 %. The apparent inductance stops falling near 30 GHz, rises until close to the quarter-wave resonance, and there drops through zero. The apparent resistance peaks at that resonance, near 185 GHz, and falls beyond it. Both halves of the theorem are then violated at the terminals, although R and L per unit length still obey it.

Electron inertia, by contrast, does no harm. In the Drude model ρ is replaced by ρ(1+jωτₑ), which for a relaxation time τₑ that is the same everywhere changes L to L + τₑR. Because NᵀRd = 0, the couplings bₖ are unchanged; each τₖ becomes τₖ+τₑ, and L₀ becomes L₀+τₑR₀. The signs of the derivatives remain. If τₑ varies in space, the term added to L is ∫ρτₑ fₘ·fₙ d³r; the bₖ and τₖ then change, but the added matrix is real, symmetric and non-negative, so the proof still applies. A resistivity whose real part fell with frequency would break the theorem even in a wire too thin for any skin effect.

The chosen dimensions and resistivity are roughly those of thick top-level wiring on a chip. Among the effects sized here, temperature moves the resistance most at frequencies up to 20 GHz. With a rough coefficient of 0.004 per kelvin, going from 300 to 380 K multiplies the resistivity by 1.32. Scaling R to 1.32R in the circuit equations gives R_hot(ω) = 1.32 R(ω/1.32), and since R(ω/1.32) ≤ R(ω), the rise at any frequency cannot exceed the 32 % found at dc; at 10 GHz it is 19 %. The theorem itself compares frequencies at fixed temperature. The connection at the far end of a 200 μm pair adds roughly 8 μm of conductor, the centre spacing, to the 400 μm in the two lines, or about 2 %. For a rough mean free path of 40 nm, diffuse surface scattering raises the dc resistance by about 1 %, and the mean free path is 0.08 of the skin depth at 20 GHz, so a local resistivity is a fair approximation. The inertial inductance is about 0.02 % of L₀. A substrate of 10 Ω cm has a skin depth of about 1.1 mm at 20 GHz if displacement current in it is neglected. In silicon that current is comparable with the conduction current, and the penetration depth is nearer 1.9 mm. Either length is far more than the 12 μm width of the pair, which suggests weak eddy currents there. A real line also has other wires nearby, and their effect on these values is not estimated here. If they are isolated passive conductors within the stated assumptions, they carry no dc current, so R₀ and L₀ stay the same; they change the set of τₖ and bₖ, but not the direction in which R and L move. The numerical output below lists the remaining values.

Computed values

```
INPUT width, thickness, gap (nm): 4000.0 2000.0 4000.0
INPUT resistivity: 2.0 micro-ohm cm
dc loop resistance R0: 5.0000 ohm/mm
dc loop inductance L0: 0.7078 nH/mm
f 1 GHz: skin depth 2251 nm, R 5.0620 ohm/mm, L 0.7064 nH/mm
f 2 GHz: skin depth 1592 nm, R 5.2319 ohm/mm, L 0.7027 nH/mm
f 5 GHz: skin depth 1007 nm, R 6.0735 ohm/mm, L 0.6874 nH/mm
f 10 GHz: skin depth 712 nm, R 7.6661 ohm/mm, L 0.6660 nH/mm
f 20 GHz: skin depth 503 nm, R 10.3902 ohm/mm, L 0.6421 nH/mm
10 GHz in atomic units: R 9.8746e-11, L 3.5464e-04 per bohr
mesh 200 nm relative to 100 nm at 20 GHz: R -0.820 %, L +0.091 %
high-frequency L limit, 100 nm mesh: 0.5747 nH/mm
finite-mesh R limit: 46.9 (200 nm), 92.1 (100 nm) ohm/mm
mode 1 by coupling: tau 16.460 ps, final R gain 2.6158 ohm/mm, final L loss 0.04306 nH/mm
mode 2 by coupling: tau 36.459 ps, final R gain 0.4843 ohm/mm, final L loss 0.01766 nH/mm
mode 3 by coupling: tau 5.863 ps, final R gain 4.5625 ohm/mm, final L loss 0.02675 nH/mm
10 GHz column current / mean: inner edge 2.605, middle 0.629, outer edge 1.334
round wire radius 2000 nm: ring-Bessel difference at 20 GHz 0.0055 %
round wire: first four final R gains / R0: [1.0001 1.0002 1.0004 1.0007]
round wire: R ratio for fourfold frequency, thin-skin limit: 1.9911
six-wire ring: R(high)/R(low) 1.000000; with centre wire 1.0936
INPUT length 200 um, relative permittivity 4.0
line capacitance: 77.44 pF/m
capacitance effect at 20 GHz: R +2.13 %, L +1.04 %
apparent L stops falling at 30.3 GHz; apparent R peaks at 185 GHz
INPUT temperature coefficient 0.004 /K, 300 to 380 K
hot operation: dc R +32.0 %, 10 GHz R +18.9 %
INPUT mean free path 40 nm, electron speed 1.6e+06 m/s
surface scattering, diffuse estimate: 1.12 % of resistivity
mean free path / skin depth at 20 GHz: 0.079
relaxation time 25 fs; omega*time at 20 GHz 0.00314
inertial inductance / L0: 0.0177 %
INPUT substrate resistivity 10 ohm cm: skin depth at 20 GHz 1125 um
end connection: centre spacing / length 4.0 %
```
